# Critical thickness for channel cracking of a film under thermal tension

## Problem

A brittle film of thickness $h$ is bonded to a thick substrate. After cooling from the growth temperature it carries a tensile stress $\sigma=1$ GPa, equal in all directions in the film plane. The film's plane-strain modulus is $\bar E=300$ GPa, and its fracture energy is $\Gamma=4$ J/m². Here $\Gamma$ is the energy needed per unit area of crack, both new faces counted together.

A crack through the full film thickness can run along the film as a long, straight channel. The energy it releases per unit crack area is written

$$
G=Z\,\frac{\sigma^2h}{\bar E},
$$

with the channel-cracking factor $Z=2$.

1. Derive this form of $G$ and express $Z$ through the opening of the crack.
2. Find the critical film thickness $h_c$.
3. Judge the value $Z=2$ for a film and substrate of equal elastic moduli.
4. What energy is available to many parallel channels that advance together?
5. What cooling interval produces the stress, if Poisson's ratio is $\nu=0.2$ and the thermal expansion coefficients differ by $3\times10^{-6}$ K⁻¹?
6. How far do a softer substrate, crack growth into the substrate and wafer bending move the threshold in a simple model of gallium nitride on silicon?

Treat both materials as isotropic and linearly elastic. In parts 1 to 5 the crack stops at the interface. In parts 1 to 3 the moduli are equal and the channel is far from other cracks.

## Solution

### 1. Energy released by a long channel

Let $x$ be normal to the crack plane, $y$ normal to the film, and $z$ the running direction. The film occupies $0<y<h$. Before cracking, $\sigma_{xx}=\sigma_{zz}=\sigma$ in the film, and the thick substrate is taken as unstressed.

When the channel is long compared with $h$, the elastic field around its front moves along with the front without changing shape. An advance $dl$ therefore has the same energy balance as replacing an uncracked slice far ahead by a cracked slice far behind. Let $U_0$ and $U_c$ be the elastic energies of these slices per unit length along $z$. The new crack area is $h\,dl$, so

$$
Gh\,dl=(U_0-U_c)\,dl,
\qquad\text{hence}\qquad
Gh=U_0-U_c .
$$

To find the difference, cut the film but first hold the two faces together with the traction $\sigma$ that acted there before the cut. Then reduce this traction slowly to $(1-t)\sigma$, with $t$ going from 0 to 1. By linearity the opening at height $y$ is $t\,\delta(y)$, where $\delta$ is the final opening. The faces move apart against the closing traction, so the body gives up the work

$$
U_0-U_c=\int_0^h dy\int_0^1(1-t)\sigma\,\delta(y)\,dt
=\frac{\sigma}{2}\int_0^h\delta(y)\,dy .
$$

The stress $\sigma_{zz}$ does no work here: far behind the front, the displacements caused by the crack have no $z$ component. This is the condition of plane strain.

For a very thick substrate, $h$ is the sole length in the problem. The opening is proportional to $\sigma$, and its scale is strain times length:

$$
\delta(y)=\frac{\sigma h}{\bar E}\,f\!\left(\frac yh\right),
\qquad \bar E=\frac{E}{1-\nu^2},
$$

where $E$ is Young's modulus and $f$ has no dimension. Put $y=hs$, so that $dy=h\,ds$. Then

$$
Gh=\frac{\sigma}{2}\,\frac{\sigma h}{\bar E}\,h\int_0^1 f(s)\,ds .
$$

Division by $h$ gives

$$
G=Z\frac{\sigma^2h}{\bar E},
\qquad
Z=\frac12\int_0^1 f(s)\,ds .
$$

The release rate grows with thickness because a thicker film relaxes over a wider strip beside the crack. It also stores more energy per unit film area, in proportion to $h$, but the crack area per unit length grows by the same factor, so this gain cancels in $G$.

The width of that strip can be estimated. If $\sigma_{xx}$ falls linearly to zero at fixed strain along $z$, the film contracts along $x$ by the strain $\sigma/\bar E$. The energy released per unit volume is the mean stress times this strain, $\sigma^2/(2\bar E)$. A fully relaxed strip of total width $w$ would release $\sigma^2wh/(2\bar E)$ per unit length. Setting this equal to $Gh=Z\sigma^2h^2/\bar E$ gives $w=2Zh$. For $Z=2$ the crack releases as much energy as a fully relaxed strip of width $4h$. The actual relaxation is gradual and also strains the substrate.

### 2. The threshold

A long channel can run when the released energy pays for the new crack area, $G\ge\Gamma$. At equality,

$$
Z\frac{\sigma^2h_c}{\bar E}=\Gamma
\qquad\Longrightarrow\qquad
h_c=\frac{\Gamma\bar E}{Z\sigma^2}.
$$

With the given values,

$$
h_c=\frac{(4\ \mathrm{J/m^2})(3\times10^{11}\ \mathrm{Pa})}
{2\,(10^9\ \mathrm{Pa})^2}
=6\times10^{-7}\ \mathrm{m}.
$$

The unit follows from $1\ \mathrm{J/m^2}=1\ \mathrm{Pa\,m}$. Thus

$$
\boxed{h_c=0.6\ \mu\mathrm{m}}
$$

or 6000 Å. The formula contains no physical constants, so it has the same form in atomic units.

This is an energy threshold. Below it, a long channel cannot continue in this model. Above it, a channel can run once it exists, but a flaw is still needed to start it. The stress enters squared: at 1.1 GPa, with the other quantities fixed, the threshold falls to 0.496 μm. If the 300 GPa were Young's modulus, then $\bar E=300/(1-0.2^2)=312.5$ GPa and the threshold would be 0.625 μm.

### 3. The value of the factor

The plane-strain problem was solved by finite elements for a film 0.6 μm thick, in a model extending 36 μm to each side of the crack and 36 μm below its tip. The crack opening gives $G=3.936$ J/m². The loss of stored energy, summed directly over the body with $\sigma_{zz}$ included, gives the same value. Therefore

$$
Z=\frac{G\bar E}{\sigma^2h}=1.968 .
$$

A coarser mesh lowers $G$ to 3.915 J/m², a change of about 0.5 percent, so the third digit is not converged. The converged value for a half-plane is $Z=1.976$, about 0.4 percent higher. Doubling the film thickness at fixed model size raises $G$ to 7.857 J/m², close to twice the first value, as the scaling requires.

Dimensional analysis alone would allow $Z$ to depend on Poisson's ratio. Changing $\nu$ from 0.20 to 0.35 at fixed $\bar E$ gives 3.935 J/m², so no significant dependence appears between these two cases.

The given factor is thus a rounded value for equal moduli. The computed release rate reaches 4 J/m² at 0.61 μm, within 2 percent of the answer in part 2.

### 4. Many parallel channels

Suppose that parallel channels with spacing $s$ advance together. Each can draw on a film strip of width $s$. At fixed strain along $z$, the film can release at most $\sigma^2/(2\bar E)$ per unit volume, the value for complete relaxation of $\sigma_{xx}$. The substrate starts without elastic energy and cannot supply any. Hence

$$
Gh\le\frac{\sigma^2}{2\bar E}\,sh,
\qquad\text{so}\qquad
G\le\frac{\sigma^2s}{2\bar E}.
$$

The thickness has cancelled. The condition $G\ge\Gamma$ then requires

$$
s\ge\frac{2\Gamma\bar E}{\sigma^2}=4h_c=2.4\ \mu\mathrm{m},
$$

where $h_c$ is the single-channel value for $Z=2$. This is a lower bound on the spacing of channels that advance together, however thick the film. It does not predict the spacing that will occur, which also depends on the flaws.

### 5. The cooling interval

For equal in-plane stresses and a free film surface, Hooke's law gives the in-plane elastic strain

$$
\varepsilon=\frac{\sigma-\nu\sigma}{E}=\frac{(1-\nu)\sigma}{E}.
$$

Since $E=\bar E(1-\nu^2)=\bar E(1-\nu)(1+\nu)$,

$$
\varepsilon=\frac{\sigma}{\bar E(1+\nu)}
=\frac{1\ \mathrm{GPa}}{360\ \mathrm{GPa}}
=0.278\ \text{percent}.
$$

The film would contract more than the substrate on cooling. The bond prevents this, so the film is left in tension. If it was stress-free at the growth temperature and the properties stay constant, $\varepsilon=\Delta\alpha\,\Delta T$, where $\Delta\alpha$ is the expansion difference and $\Delta T$ the temperature drop:

$$
\Delta T=\frac{2.778\times10^{-3}}{3\times10^{-6}\ \mathrm{K^{-1}}}
=926\ \mathrm{K}.
$$

Because $\sigma\propto\Delta T$ and $h_c\propto\sigma^{-2}$, a film four times thicker, 2.4 μm, reaches its threshold after half this cooling, 463 K.

### 6. Gallium nitride on silicon

The numbers above are model values of the order found for gallium nitride grown on silicon near 1000 °C, not data for that pair. The plane-strain modulus of gallium nitride is nearer 360 GPa, and its biaxial modulus, which sets the thermal stress, is about 480 GPa against 360 GPa in the model. The expansion difference, averaged over the cooling, is smaller than $3\times10^{-6}$ K⁻¹. The results below therefore show the size of each effect in the model, not the threshold of a real wafer. For the substrate, take a plane-strain modulus of 180 GPa, also a rough value, with $\nu=0.2$.

**Softer substrate.** For any trial displacement $v$ that opens the crack by $\delta_v$, let $W(v)$ be the elastic energy of that displacement alone. The principle of minimum potential energy gives

$$
\frac{\sigma}{2}\int_0^h\delta\,dy
=\max_v\left[\sigma\int_0^h\delta_v\,dy-W(v)\right].
$$

Softening the substrate lowers $W$ for each trial displacement that strains it, so the released energy cannot decrease. The finite-element calculation gives $Z=2.45$, which rises to 2.47 on mesh refinement; the threshold is 0.49 μm with either value. This case holds the crack at the interface by assumption. With a softer substrate the stress at the tip grows as $r^{-0.56}$, faster than the usual $r^{-1/2}$. The energy released per unit area of deepening then has no bound as the penetration goes to zero, so in linear elasticity the crack enters the substrate by some distance whatever its fracture energy.

**Growth into the substrate.** Return first to equal moduli. A crack of depth $a\le h$ lies wholly in stressed material, so part 1 applies with $h$ replaced by $a$. It releases $Z\sigma^2a^2/\bar E$ per unit length. The energy released per unit area of further deepening is

$$
\frac{d}{da}\left(Z\frac{\sigma^2a^2}{\bar E}\right)
=2Z\frac{\sigma^2a}{\bar E}.
$$

At $a=h=h_c$ this equals $2\Gamma=8$ J/m². For equal moduli, the crack bottom therefore stays at the interface if the substrate's fracture energy exceeds 8 J/m². A substrate with the film's own value of 4 J/m² does not stop it there.

For that case, $G$ was computed as the energy released per unit of total crack area at seven depths from $h$ to $3h$. The largest of the seven values occurred at $1.2h$ for both substrates. For the softer substrate the maximum is flat between $1.2h$ and $1.25h$, and mesh refinement raises the tabulated 2.65 to 2.67. The thresholds do not change in the digits shown:

| Substrate | $Z$ at depth $1.2h$ | Threshold |
|---|---:|---:|
| Equal moduli | 2.07 | 0.58 μm |
| Softer substrate | 2.65 | 0.45 μm |

**Wafer bending.** For a wafer 1 mm thick, bending and contraction relieve 0.40 percent of the film stress. Since $h_c\propto\sigma^{-2}$, this raises the threshold by about 0.8 percent.

Of the three effects computed here, wafer bending is the smallest. If the substrate's fracture energy is also 4 J/m², its lower stiffness and the crack growth into it together reduce the threshold from 0.6 to about 0.45 μm, or by 25 percent. This figure depends on the assumed 4 J/m²: a substrate with a lower fracture energy lets the crack go deeper and reduces the threshold further. Real growth also departs from the assumption of a stress-free film at the growth temperature. Buffer layers are used to build in compression during growth, which offsets part of the tension from cooling and permits thicker films. If the net tension that remains is uniform through the film, it is the stress to insert in the formula. Crystal anisotropy, plastic flow and variation of stress through the film are not included in these estimates. The numerical output below lists the computed values.

## Table of computed values

```
INPUTS
fracture energy                     4.0 J/m^2
film plane-strain modulus           300 GPa
film stress                         1.0 GPa
given channel factor                2.0 (no unit)
Poisson ratio, rough                0.20 (no unit)
substrate plane-strain mod., rough  180 GPa
expansion mismatch, rough           3.0e-06 1/K
wafer thickness                     1000 um
POSED PROBLEM
sigma^2/Ebar                        3.3333 MJ/m^3
critical thickness                  0.6000 um
critical thickness, converted       6000.0 angstrom
ELASTIC CALCULATION, EQUAL MODULI
G at 0.6 um, from opening           3.9362 J/m^2
G at 0.6 um, from stored energy     3.9362 J/m^2
G at 0.6 um, coarse mesh            3.9149 J/m^2
G at 0.6 um, Poisson ratio 0.35     3.9345 J/m^2
G at 1.2 um                         7.8566 J/m^2
computed channel factor             1.968 (no unit)
G at 0.55 um                        3.6084 J/m^2
G at 0.65 um                        4.2635 J/m^2
thickness where G = Gamma           0.610 um
THERMAL ORIGIN
film biaxial modulus                360 GPa
elastic misfit strain               0.2778 percent
cooling interval for the stress     926 K
NEGLECTED EFFECTS
soft substrate: factor              2.45 (no unit)
soft substrate: threshold           0.489 um
deeper crack, equal moduli: depth/h  1.20 (no unit)
deeper crack, equal moduli: factor   2.07 (no unit)
deeper crack, equal moduli: thresh.  0.580 um
deeper crack, soft substrate: depth/h  1.20 (no unit)
deeper crack, soft substrate: factor   2.65 (no unit)
deeper crack, soft substrate: thresh.  0.452 um
stress relief by wafer bending      0.40 percent
threshold if 300 GPa is Young's     0.625 um
threshold at 1.1 GPa stress         0.496 um
```
